\section*{Why biaxial tension can lower a silicon barrier yet hinder electron tunnelling}

\section{The question}

A metal contact on n-type silicon (001) presents a barrier to electrons. Biaxial tension in the plane of the interface pulls the lowest conduction-band edge down, and the barrier measured to that edge falls with it. Why can the contact resistivity nevertheless rise when the current crosses by tunnelling?

\section{The mechanism}

Silicon has six equivalent conduction valleys, each an ellipsoid with a heavy mass $m_l=0.92\,m_0$ along its axis and a light mass $m_t=0.19\,m_0$ across it. Two valleys, called $\Delta_2$, have their axis along the interface normal $z$. The other four, $\Delta_4$, have their axes in the plane. Tunnelling depends on the mass along $z$, which is $m_l$ for $\Delta_2$ and $m_t$ for $\Delta_4$.

Without strain all six valleys see the same barrier, and the light $\Delta_4$ electrons tunnel far more easily. Tension lowers $\Delta_2$ and raises $\Delta_4$, so electrons move into the valleys that tunnel poorly. Tunnelling within $\Delta_2$ does improve. The contact suffers because this gain starts from a very small current, while the $\Delta_4$ route that carried most of the current loses its electrons. Which effect wins depends on how far the barrier falls compared with the cost of the heavier mass.

\section{How far the barriers move}

Let $e$ be the in-plane strain, positive in tension. The surface normal is free of stress, so
\begin{equation}
C_{11}e_z+2C_{12}e=0,\qquad e_z=-\frac{2C_{12}}{C_{11}}\,e .
\end{equation}
A valley shifts by $\Xi_d$ times the trace of the strain plus $\Xi_u$ times the strain along its axis:
\begin{align}
\delta_2&=\Xi_d(2e+e_z)+\Xi_u e_z,\\
\delta_4&=\Xi_d(2e+e_z)+\Xi_u e .
\end{align}
The trace term cancels in the splitting,
\begin{equation}
\Delta=\delta_4-\delta_2=\Xi_u(e-e_z)=\Xi_u\left(1+\frac{2C_{12}}{C_{11}}\right)e .
\end{equation}

Take $e=1\,\%$ with rough silicon values $C_{11}=166$ GPa, $C_{12}=64$ GPa, $\Xi_d=1.1$ eV and $\Xi_u=9.0$ eV. Then $e_z=-0.771\,\%$, the trace is $1.229\,\%$, and
\begin{align}
\delta_2&=1.1(0.01229)-9.0(0.00771)=-0.056\ \text{eV},\\
\delta_4&=1.1(0.01229)+9.0(0.01)=+0.104\ \text{eV}.
\end{align}

The barrier $\phi_v$ of valley $v$ is its edge at the interface minus the Fermi level. I hold the metal level fixed to the reference from which the deformation potentials are measured, so $\phi_v=\phi_0+\delta_v$. This is an assumption about the interface: a different alignment adds the same offset to both barriers. With $\phi_0=0.600$ eV, the strained barriers are $\phi_2=0.544$ eV and $\phi_4=0.704$ eV.

\section{What the heavier mass costs}

\subsection{The tunnelling exponent}

Assume fully ionized, uniform doping $N$ and a depleted layer of width $W$. In the formulas energies are in joules; numerical values are in eV. Let $\xi_v$ be the Fermi level minus the bulk edge of valley $v$. The band bending is
\begin{equation}
V=\phi_v+\xi_v .
\end{equation}
It is the same for both kinds of valley, because $\phi_4=\phi_2+\Delta$ while $\xi_4=\xi_2-\Delta$. Poisson's equation gives, relative to the bulk edge,
\begin{equation}
U(x)=V\left(1-\frac{x}{W}\right)^2,\qquad W^2=\frac{2\varepsilon_sV}{q^2N}.
\end{equation}

Let $\epsilon$ be the energy of motion along $z$ above the valley's bulk edge. For parabolic bands and conserved transverse momentum, the WKB transmission is $T=e^{-S}$, with
\begin{equation}
S=\frac{2}{\hbar}\int_0^{x_t}\sqrt{2m_z[U(x)-\epsilon]}\,dx ,
\end{equation}
where $U(x_t)=\epsilon$. Put $u=1-x/W$ and $y=\epsilon/V$. Since $dx=-W\,du$, reversing the limits removes the sign:
\begin{align}
S&=\frac{2W\sqrt{2m_zV}}{\hbar}\int_{\sqrt y}^{1}\sqrt{u^2-y}\,du\\
&=\frac{W\sqrt{2m_zV}}{\hbar}
\left[u\sqrt{u^2-y}-y\ln\!\left(u+\sqrt{u^2-y}\right)\right]_{\sqrt y}^{1}\\
&=\frac{W\sqrt{2m_zV}}{\hbar}
\left[\sqrt{1-y}-y\,\operatorname{arccosh}\frac1{\sqrt y}\right].
\end{align}
The last line uses $\ln[(1+\sqrt{1-y})/\sqrt y]=\operatorname{arccosh}(1/\sqrt y)$. Inserting $W$ turns the prefactor into
\begin{equation}
\frac{W\sqrt{2m_zV}}{\hbar}=\frac{2V}{q\hbar}\sqrt{\frac{m_z\varepsilon_s}{N}}
=\frac{V}{E_{00}},\qquad
E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N}{m_z\varepsilon_s}} .
\end{equation}
A heavy normal mass makes $E_{00}$ small and the exponent large.

\subsection{The break-even barrier}

First let the bulk edge lie at the Fermi level, so that $\xi=0$, $y=0$ and $V=\phi$. The exponent is then $S=\phi/E_{00}\propto\phi\sqrt{m_z}$. Strained $\Delta_2$ tunnels more easily than unstrained $\Delta_4$ did only if
\begin{equation}
\phi_2\sqrt{m_l}<\phi_0\sqrt{m_t},
\qquad\text{or}\qquad
\frac{\phi_2}{\phi_0}<\sqrt{\frac{m_t}{m_l}} .
\end{equation}
The doping and permittivity have cancelled. For the present masses the right side is $0.454$. A barrier of $0.600$ eV would have to fall to $0.273$ eV, a lowering of $0.327$ eV. One percent of tension supplies $0.056$ eV.

In a heavily doped contact the Fermi level lies inside the band. For $\xi>0$, set $\epsilon=\xi$. Then $1-y=\phi/V$, and $\operatorname{arccosh}(1/\sqrt y)=\operatorname{arcsinh}\sqrt{1/y-1}=\operatorname{arcsinh}\sqrt{\phi/\xi}$. Hence
\begin{equation}
S_F=\frac{\sqrt{\phi V}-\xi\operatorname{arcsinh}\sqrt{\phi/\xi}}{E_{00}} .
\end{equation}

\subsection{The exponent at $10^{20}$ cm$^{-3}$}

Charge neutrality fixes the Fermi level:
\begin{equation}
N=\sum_v\frac{g_v}{2\pi^2}\left(\frac{2m_d}{\hbar^2}\right)^{3/2}
\int_0^\infty\sqrt E\,f(E-\xi_v)\,dE,
\quad m_d=(m_lm_t^2)^{1/3},
\end{equation}
where $g_2=2$, $g_4=4$ and $f$ is the Fermi function. At 300 K, $\xi=0.065$ eV without strain. Under 1\,\% tension $\xi_2=0.142$ eV and $\xi_4=-0.018$ eV: the $\Delta_4$ edge has moved above the Fermi level.

With relative permittivity $11.7$, $E_{00}$ is $0.0566$ eV for $\Delta_2$ and $0.1245$ eV for $\Delta_4$. The exponents of the old and new routes are
\begin{align}
S_F(\Delta_4,\,0)&=\frac{0.632-0.119}{0.1245}=4.1,\\
S_F(\Delta_2,\,1\,\%)&=\frac{0.611-0.202}{0.0566}=7.2 .
\end{align}
Unstrained $\Delta_2$ had $9.1$, so tension has helped that valley through both its lower barrier and its deeper filling. The transmission is still only $7.3\times10^{-4}$, against $1.6\times10^{-2}$ for the former $\Delta_4$ route.

\section{From transmission to contact resistivity}

At small bias, one valley contributes
\begin{equation}
G=\frac{2q^2}{(2\pi)^3}\int_{k_z>0}d^3k\;v_zT(\epsilon)
\left(-\frac{\partial f}{\partial E}\right)
\end{equation}
per unit area, the factor 2 counting spin. Three replacements reduce this to one integral. Along the normal, $v_z\,dk_z=d\epsilon/\hbar$. In the plane, an ellipse of energy $E_\parallel$ has area $2\pi m_\parallel E_\parallel/\hbar^2$, where $m_\parallel$ is the geometric mean of the two in-plane masses; thus $dk_xdk_y\to(2\pi m_\parallel/\hbar^2)dE_\parallel$. Finally, integrating $-\partial f/\partial E$ over $E_\parallel$ leaves $f(\epsilon-\xi_v)$. Summing over valleys,
\begin{equation}
\frac1{\rho_c}=\frac{q^2}{2\pi^2\hbar^3}\sum_v g_vm_{\parallel,v}
\int_0^\infty T_v(\epsilon)f(\epsilon-\xi_v)\,d\epsilon ,
\end{equation}
with $m_{\parallel,2}=m_t$ and $m_{\parallel,4}=\sqrt{m_lm_t}$. Above the top of the barrier, $\epsilon>V$, I set $T_v=1$. The weights $g_vm_\parallel$ are $0.38\,m_0$ and $1.67\,m_0$, so $\Delta_4$ also has more transverse states.

At $10^{20}$ cm$^{-3}$ the resistivity rises from $3.9\times10^{-8}$ to $3.7\times10^{-7}\ \Omega\,\text{cm}^2$, a factor of $9.4$. The valley contributions show why. Without strain $\Delta_2$ carries $0.24\,\%$ of the current and $\Delta_4$ carries $99.76\,\%$. Tension multiplies their conductances by $5.45$ and $0.094$. The new total, relative to the old, is
\begin{equation}
0.0024(5.45)+0.9976(0.094)=0.013+0.094=0.107 ,
\end{equation}
whose inverse is the stated increase.

The strained current is still $88\,\%$ $\Delta_4$ current, although those valleys now hold only $8\,\%$ of the electrons. Their loss is mainly a loss of occupation. At the bulk edge their exponent $V/E_{00}$ changes little, from $0.665/0.1245=5.34$ to $0.686/0.1245=5.51$, which costs a factor of $0.85$. Their share of the electrons falls from $4/6$ to $0.079$, a factor of $0.12$. The product, $0.10$, is only a rough estimate, because it ignores the change in how the electrons are spread over energy; the full calculation gives $0.094$.

To isolate the normal mass, give $\Delta_2$ the light value $m_t$ along $z$, both with and without strain, while holding the shifts, filling and in-plane masses fixed. The resistivity then rises by a factor of $1.5$ instead of $9.4$. In this control $\Delta_4$ starts with a share $1.67/(1.67+0.38)=0.815$ of the conductance and loses $0.815(1-0.094)=0.74$ of the original total. The total falls only to $1/1.54=0.65$, so $\Delta_2$ makes up $0.39$, about half of the loss. With its true heavy mass it makes up only about one percent.

How much further would the barriers have to fall? Lowering both rigidly by another $0.235$ eV at fixed splitting restores the unstrained resistivity. The total $\Delta_2$ lowering is then $0.291$ eV. The simple criterion gave $0.327$ eV, but it leaves out the filling, the transverse states and the remaining $\Delta_4$ current, which partly offset one another here.

\section{When the lower barrier can help}

At weak doping most of the current passes over the barrier. Set $T=1$ for $\epsilon>V$ and neglect tunnelling. Since the top is many $k_BT$ above the Fermi level, $f\simeq e^{-(\epsilon-\xi_v)/k_BT}$ and
\begin{equation}
\int_V^\infty f\,d\epsilon=k_BT\,e^{-(V-\xi_v)/k_BT}=k_BT\,e^{-\phi_v/k_BT}.
\end{equation}
With $T=1$ the normal mass has disappeared; reflection at the interface brings it back, as the last section shows. Dividing the strained conductance by the unstrained one gives
\begin{equation}
\frac{\rho_c(0)}{\rho_c(e)}=0.185\,e^{-\delta_2/k_BT}+0.815\,e^{-\delta_4/k_BT},
\end{equation}
where the coefficients are the normalized weights. At 1\,\% and 300 K this is $1.61+0.01=1.62$, so the resistivity falls to $0.62$ of its initial value.

At $10^{16}$ cm$^{-3}$ the full calculation gives $0.72$. Tunnelling through the thin tip of the barrier explains the difference: it raises the conductance over the purely thermionic value by a factor of $1.48$ without strain but only $1.27$ with it, and $0.62\times1.48/1.27=0.72$.

Even here, small tension hurts. To first order in the shifts, the fractional change of the thermionic conductance is $-(0.185\delta_2+0.815\delta_4)/k_BT$, which is negative because the rise of the heavily weighted $\Delta_4$ outweighs the fall of $\Delta_2$. The full resistivity ratio at $10^{16}$ cm$^{-3}$ is $1.7$ at both $0.25\,\%$ and $0.5\,\%$ strain, and drops to $0.25$ at $1.5\,\%$. At $10^{20}$ cm$^{-3}$ it instead climbs from $1.5$ at $0.25\,\%$ to $34$ at $1.5\,\%$.

For 1\,\% tension, and with $T=1$ above the barrier, the change of sign comes near $1.3\times10^{17}$ cm$^{-3}$. The ratio then climbs through $56$ at $10^{19}$ cm$^{-3}$, peaks slightly above that doping, and falls to $2.4$ at $3\times10^{20}$ cm$^{-3}$. Two trends favour this fall. Both exponents shrink as $1/E_{00}\propto N^{-1/2}$, which narrows the gap between the exponents of the heavy and light routes, and the Fermi level climbs back towards $\Delta_4$. At zero temperature, electrons in $\Delta_2$ alone would reach the $\Delta_4$ edge at
\begin{equation}
N=\frac{2}{3\pi^2}\left(\frac{2m_d\Delta}{\hbar^2}\right)^{3/2}\approx1\times10^{20}\ \text{cm}^{-3}.
\end{equation}
Their separate shares in the fall were not computed.

\section{Real contacts and the limits of the answer}

The example resembles a silicide on n-type silicon. A barrier near $0.6$ eV is a rough typical value, and 1\,\% tension is roughly that of silicon grown on relaxed silicon-germanium with a quarter germanium. The best modern contacts reach roughly $10^{-9}\ \Omega\,\text{cm}^2$, well below the values found here at $10^{20}$ cm$^{-3}$; they use heavier doping and often lower barriers. Real barriers are also rounded by the image force, estimated here to lower the unstrained top by $0.24$ eV at $10^{20}$ cm$^{-3}$. Including it changes the resistivity ratio from $9.4$ to $8.1$. Operation at 400 K, without the image force, gives $6.5$.

Two further refinements, each tried alone, leave the order of the two routes unchanged. A nonparabolicity of $0.5$ eV$^{-1}$, applied to both directions, reduces the exponents from $4.1$ and $7.2$ to $3.8$ and $6.7$. This value describes states inside the band, averaged over direction, and is not calibrated for decay in the gap, so the change is only a test of sensitivity. The wave equation was also solved with the transverse momentum at the valley centre and a free-electron metal whose band bottom lies $5$ eV below the Fermi level. All $5$ eV were given to motion along the normal, which ignores the in-plane wavevector of $\Delta_4$ discussed below. The transmissions are $4.1\times10^{-2}$ and $8.7\times10^{-4}$. Their ratio is $47$, compared with $22$ in WKB. The smooth depletion layer is less secure: it is $2.9$ nm wide, while the mean dopant spacing is $2.2$ nm. Local fields must then vary from place to place, an effect not sized here. Nor is the layer fully depleted at this doping: where the band edge lies near or below the Fermi level, electrons cancel part of the donor charge. For a given band bending this weakens the field, lengthens the barrier and raises both exponents. The factor $9.4$ therefore belongs to the full-depletion model and is only a rough guide to the size of the effect.

Three conditions can change the sign of the answer. The first is band alignment. At $10^{16}$ cm$^{-3}$ a rigid rise of only $0.009$ eV in both barriers cancels the benefit of 1\,\% tension, so that benefit is fragile. The increase at $10^{20}$ cm$^{-3}$ survives any rigid lowering smaller than the $0.235$ eV found above.

The second is the supply of metal states. The $\Delta_4$ valleys lie at a large in-plane wavevector, about $0.85(2\pi/a)$ with $a=0.543$ nm. A free-electron metal needs at least $3.7$ eV of kinetic energy to match it. If a flat interface conserves that wavevector and the metal has no matching states, the $\Delta_4$ route is closed even without strain. Only the $\Delta_2$ current remains, and tension at $10^{20}$ cm$^{-3}$ then lowers the resistivity by a factor of $5.4$. 
The third is reflection at the interface, and it concerns weak doping. An electron above the barrier enters the metal with probability $4r/(1+r)^2$, where $r$ is the ratio of its normal velocity to that in the metal. For the $5$ eV free-electron metal and a normal energy $k_BT$ above the top, $r$ is $0.075$ for $\Delta_2$ and $0.165$ for $\Delta_4$, giving $0.26$ and $0.49$. The weights $0.185$ and $0.815$ become $0.11$ and $0.89$, and the thermionic conductance ratio falls from $1.62$ to about $0.96$. The benefit at $10^{16}$ cm$^{-3}$ and the change of sign near $1.3\times10^{17}$ cm$^{-3}$ therefore belong to the assumption $T=1$.

With the band alignment assumed here, 1\,\% tension hinders tunnelling when there is a working light-mass route to lose.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Masses ml, mt: 0.92, 0.19 m0; permittivity: 11.7
C11, C12: 166, 64 GPa
Deformation potentials Xi_d, Xi_u: 1.1, 9.0 eV
Unstrained barrier: 0.600 eV; temperature: 300 K
In-plane, normal strain: 1.00, -0.771 %
D2 shift, D4 shift, splitting: -0.0559, 0.1035, 0.1594 eV
Strained barriers D2, D4: 0.5441, 0.7035 eV
Simple break-even barrier: 0.2727 eV
Simple required lowering: 0.3273 eV (54.6 %)
Main doping: 1.0e+20 cm^-3
E00 for D2, D4: 0.0566, 0.1245 eV
Unstrained xi, V: 0.0652, 0.6652 eV
Strained xi2, xi4, V: 0.1417, -0.0177, 0.6858 eV
Depletion width unstrained, strained: 2.933, 2.978 nm
Fermi action, unstrained D2: 9.056
Fermi action, unstrained D4: 4.116
Fermi action, strained D2: 7.225
WKB transmission, unstrained D4: 1.632e-02
WKB transmission, strained D2: 7.279e-04
Contact resistivity unstrained: 3.932e-08 ohm cm^2
Contact resistivity strained: 3.690e-07 ohm cm^2
Resistivity ratio strained/unstrained: 9.384
D4 current share unstrained, strained: 99.76, 87.78 %
D4 electron population strained: 7.93 %
D2 conductance ratio strained/unstrained: 5.449
D4 conductance ratio strained/unstrained: 0.0938
Ratio if D2 had light normal mass: 1.538
Doping 1.0e+16 cm^-3: resistivity ratio at 1% = 0.720
Doping 1.0e+18 cm^-3: resistivity ratio at 1% = 2.894
Doping 1.0e+19 cm^-3: resistivity ratio at 1% = 55.631
Doping 1.0e+20 cm^-3: resistivity ratio at 1% = 9.384
Doping 3.0e+20 cm^-3: resistivity ratio at 1% = 2.418
Strain 0.25 %: ratio at 1e16, 1e20 cm^-3 = 1.715, 1.482
Strain 0.50 %: ratio at 1e16, 1e20 cm^-3 = 1.717, 2.387
Strain 1.50 %: ratio at 1e16, 1e20 cm^-3 = 0.248, 34.277
Resistivity at 1e16 cm^-3, 0 and 1%: 9.442e+00, 6.798e+00 ohm cm^2
Conductance over pure thermionic at 1e16, 0 and 1%: 1.481, 1.268
Crossover doping at 1%: 1.274e+17 cm^-3
Extra rigid lowering to break even at 1e20: 0.2350 eV
Total D2 lowering then: 0.2909 eV
Rigid rise that cancels gain at 1e16: 0.0085 eV
Interface field at 1e20, unstrained: 4.536 MV/cm
Image-force lowering estimate: 0.2363 eV
Resistivity ratio with image force at 1e16, 1e20: 0.682, 8.060
Nonparabolic coefficient: 0.50 1/eV
Nonparabolic actions old D4, strained D2: 3.766, 6.655
Metal band depth in wave test: 5.0 eV
Wave transmission old D4, strained D2: 4.094e-02, 8.686e-04
Resistivity ratio at 400 K: 6.513
Mean dopant spacing: 2.154 nm
Free-metal energy needed at D4 wavevector: 3.686 eV
\end{verbatim}
